# Localisation length from the modulus of Resta's z_N, and its gap bound

Take a ring of length $L$ made of isolated dimers. Each dimer has two sites a distance $b$ apart, coupled by a hopping amplitude, and holds one spinless electron in the symmetric combination of its two site orbitals. An electron in the dimer centred at $R$ is found at $R+b/2$ or $R-b/2$ with probability one half each, so its position has variance $b^2/4$. Let $q=2\pi/L$ and let $X=\sum_i x_i$ be the sum of all $N$ positions. The electrons are independent and each contributes one factor:

$$
z_N\equiv\langle\Psi|e^{iqX}|\Psi\rangle=\prod_R e^{iqR}\,\tfrac12\left(e^{iqb/2}+e^{-iqb/2}\right),\qquad |z_N|=\left[\cos\frac{qb}{2}\right]^N .
$$

The phase of $z_N$ records where the electrons sit, which is the information used for the polarisation. The modulus has lost the centres $R$ and kept the spread. Since $\ln\cos y=-y^2/2+O(y^4)$,

$$
-\frac{\ln|z_N|^2}{Nq^2}=-\frac{2}{q^2}\ln\cos\frac{qb}{2}=\frac{b^2}{4}+O(q^2),
$$

which tends to the variance per electron. This suggests the definition of the Resta–Sorella localisation length for any state on a ring,

$$
\lambda_N^2=-\frac{\ln|z_N|^2}{Nq^2},\qquad \lambda^2=\lim_{L\to\infty}\lambda_N^2\quad\text{at fixed density } n=N/L .
$$

The exponential is needed because $X$ itself is not an operator on a ring: moving one electron once around changes $X$ by $L$ but leaves the configuration the same. The factor $e^{iqX}$ is unchanged, because $qL=2\pi$. Where the positions can be unwrapped, as for the dimers, the cumulant expansion $\ln\langle e^{iqX}\rangle=iq\langle X\rangle-\tfrac12q^2\,\mathrm{Var}X+\dots$ gives $|z_N|^2\approx e^{-q^2\mathrm{Var}X}$, so $\lambda^2$ is the dipole variance per electron.

A gap keeps this length finite, and the proof does not need independent electrons. In Hartree atomic units let $H=\sum_i p_i^2/2+V$, where $V$ depends on positions alone. Assume that the ground state $\Psi$, of energy $E_0$, is unique, and that every other state with the same $N$ lies at least $E_g>0$ above it, for all $L$. The operator $U=e^{iqX}$ commutes with $V$ and shifts each momentum, $U^\dagger p_iU=p_i+q$. With $P_{\rm tot}=\sum_ip_i$,

$$
U^\dagger HU=H+qP_{\rm tot}+\frac{Nq^2}{2},\qquad UHU^\dagger=H-qP_{\rm tot}+\frac{Nq^2}{2}.
$$

The average of the two contains no current term:

$$
\tfrac12\langle\Psi|U^\dagger HU+UHU^\dagger|\Psi\rangle-E_0=\frac{Nq^2}{2}.
$$

The state $U\Psi$ has weight $|z_N|^2$ on $\Psi$ and weight $1-|z_N|^2$ on states of energy at least $E_0+E_g$. Its energy is therefore at least $E_0+E_g(1-|z_N|^2)$. The same holds for $U^\dagger\Psi$, whose overlap with $\Psi$ is $z_N^*$. Hence

$$
1-|z_N|^2\le s,\qquad s=\frac{Nq^2}{2E_g}=\frac{2\pi^2n}{E_gL}.
$$

Because $s$ falls as $1/L$, it is below one for a long enough ring. Then $-\ln|z_N|^2\le-\ln(1-s)\le s/(1-s)$, and division by $Nq^2$ gives

$$
\lambda_N^2\le\frac{1}{2E_g}\,\frac{1}{1-s}\quad\Longrightarrow\quad \lambda^2\le\frac{1}{2E_g}.
$$

If the limit has not been shown to exist, the bound applies to the upper limit of $\lambda_N^2$. The argument is one-dimensional: in a cube of side $L$ in $D$ dimensions, $Nq^2$ scales as $L^{D-2}$, and $s$ does not vanish for $D\ge2$. As a check in the continuum, electrons filling the lowest band of a cosine potential with a gap of 0.591 hartree have $\lambda_N^2=0.685$ bohr² at $N=60$, below $1/(2E_g)=0.846$ bohr².

On a lattice the kinetic energy is a hopping operator $K$, and the cost of the twist changes. Let neighbouring sites be a distance $b$ apart, and let $K$ contain only hops between neighbours. (A hop of length $rb$ would carry $\cos rqb$ in place of $\cos qb$ below, and the bound in the form given here can then fail.) A hop by $\pm b$ acquires the factor $e^{\mp iqb}$ in $U^\dagger KU$ and the opposite phase in $UKU^\dagger$. The hop that closes the ring changes $X$ by $L-b$ instead of $-b$, but $qL=2\pi$ makes its phase the same. The average multiplies $K$ by $\cos qb$, so the twist energy is $-(1-\cos qb)\langle K\rangle$. It cannot be negative, because $E_0$ is the lowest energy; thus $\langle K\rangle\le0$ and

$$
1-|z_N|^2\le\frac{(1-\cos qb)\,|\langle K\rangle|}{E_g},\qquad \lambda^2\le\frac{b^2\kappa}{2E_g},\qquad \kappa=\frac{|\langle K\rangle|}{N}.
$$

The second inequality follows as before, with $1-\cos qb\le q^2b^2/2$ and $\kappa$ taken in the limit of large $L$. Density-density repulsion commutes with $U$ and changes nothing in the argument. An interacting ring of 12 sites, diagonalised in full, has $1-|z_N|^2=0.254$ against a bound of 0.317.

For independent electrons $\lambda^2$ can be calculated instead of bounded. The overlap of two Slater determinants is the determinant of their orbital overlaps, so $z_N=\det S$ with $S_{mn}=\langle\psi_m|e^{iqx}|\psi_n\rangle$ between occupied orbitals. For Bloch orbitals $\psi_k=e^{ikx}u_k$ the factor $e^{iqx}$ raises the crystal momentum from $k$ to $k+q$, the next allowed value on the ring. With one filled band, each row and each column of $S$ has one nonzero element, and

$$
|z_N|=\prod_k|\langle u_{k+q}|u_k\rangle| .
$$

Let $P_k=|u_k\rangle\langle u_k|$. Since $\mathrm{Tr}P_k^2=1$,

$$
|\langle u_{k+q}|u_k\rangle|^2=\mathrm{Tr}\,P_{k+q}P_k=1-\tfrac12\mathrm{Tr}(P_{k+q}-P_k)^2 .
$$

About the midpoint $k+q/2$ the difference is odd in $q$, namely $q\,\partial_kP+O(q^3)$. Each factor thus contributes $q^2g(k+q/2)+O(q^4)$ to $-\ln|z_N|^2$, where $g=\tfrac12\mathrm{Tr}(\partial_kP)^2$ is the quantum metric. With one electron per cell of length $a$,

$$
\lambda^2=\frac{a}{2\pi}\int_{\rm BZ}g(k)\,dk,\qquad \lambda_N^2=\lambda^2+O(1/L^2).
$$

To see what this integral measures, go to real space. The one-particle density matrix $P(x,x')$ has $P_k$ as its Fourier transform, $(P_k)_{\alpha\beta}=\sum_{x'}e^{-ik(x-x')}P(x,x')$, where $x$ is a site of type $\alpha$ and $x'$ runs over all sites of type $\beta$. Differentiation brings down $-i(x-x')$, and Parseval's theorem gives

$$
\lambda^2=\frac12\sum_{x\,\in\,\text{cell}}\ \sum_{x'}(x-x')^2\,|P(x,x')|^2 .
$$

For a gapped chain with finite-range hopping, $P_k$ is an analytic function of $k$, so its Fourier coefficients decay exponentially and the sum is finite. The sum is also a dipole variance. In an open chain, where $X$ is an ordinary operator, a Slater determinant has

$$
\mathrm{Var}X=\sum_iP_{ii}x_i^2-\sum_{ij}|P_{ij}|^2x_ix_j=\tfrac12\sum_{ij}|P_{ij}|^2(x_i-x_j)^2,
$$

where the last step uses $P_{ii}=\sum_j|P_{ij}|^2$, which holds because $P^2=P$. If the open chain also keeps a gap between its filled and empty levels, $P_{ij}$ decays exponentially there too; each bulk cell then contributes $\lambda^2$, and the ends add a correction that does not grow with the length. The condition matters: one electron shared equally between degenerate states at the two ends would add about a quarter of the squared length to $\mathrm{Var}X$, even though the bulk is gapped.

Now consider a clean metal of independent electrons. Let $n(k)$ be the number of occupied bands at $k$. With a partly filled band, $n(k)$ is not constant. The allowed $k$ form a closed cycle with step $q$, so somewhere $n(k+q)<n(k)$. There $e^{iqx}$ sends $n(k)$ occupied orbitals into a space with fewer occupied orbitals. The corresponding columns of $S$ are linearly dependent, and

$$
z_N=\det S=0,\qquad \lambda_N=\infty .
$$

This already holds at finite size, provided that the occupied set is a closed shell, so that the ground state is a single determinant. The electron at the Fermi edge is moved to an empty state, and that makes the whole overlap vanish. The argument needs $n(k)$ to vary. If two bands only cross at the Fermi level, $n(k)$ is constant and $z_N$ need not vanish at finite size; it can fall as $1/L$, which still makes $\lambda_N^2$ diverge.

An open metal shows how the divergence appears in the physical variance. Take a uniform half-filled chain of $N_s$ sites, and let $\ell=N_s+1$ and $L_o=\ell b$. The orbitals are $\sqrt{2/\ell}\,\sin(\pi mj/\ell)$. The product of two sines is half a difference of cosines, so for $m\neq m'$

$$
x_{mm'}=\frac b\ell\sum_{j=0}^{\ell-1}j\left[\cos\frac{\pi(m-m')j}{\ell}-\cos\frac{\pi(m+m')j}{\ell}\right].
$$

For odd $p$ put $w=e^{i\pi p/\ell}$, so that $w^\ell=-1$. The differentiated geometric series is $\sum_{j=0}^{\ell-1}jw^j=-\ell/(w-1)+2w/(w-1)^2$. Since $\mathrm{Re}\,(w-1)^{-1}=-\tfrac12$ and $w/(w-1)^2=-1/[4\sin^2(\pi p/2\ell)]$, its real part is $\ell/2-1/[2\sin^2(\pi p/2\ell)]$. For even $p$, not a multiple of $2\ell$, $w^\ell=1$ and the real part is $-\ell/2$. Even $m-m'$ therefore gives zero, and odd $m-m'$ gives

$$
x_{mm'}=\frac{b}{2\ell}\left[\frac1{\sin^2\frac{\pi(m+m')}{2\ell}}-\frac1{\sin^2\frac{\pi(m-m')}{2\ell}}\right]\approx-\frac{2L_o}{\pi^2d^2},\qquad d=|m-m'|\ll\ell,
$$

for levels near the Fermi energy. The variance is the sum of $|x_{mm'}|^2$ over occupied–empty pairs, and there are $d$ such pairs with level difference $d$. To leading order in $L_o$,

$$
\mathrm{Var}X\simeq\frac{4L_o^2}{\pi^4}\sum_{d\ \rm odd}\frac1{d^3}=\frac{7\zeta(3)}{2\pi^4}L_o^2\approx0.0432\,L_o^2 ,
$$

because the odd terms make up $7/8$ of $\zeta(3)$. The variance per electron grows in proportion to the length. For $b=3$ bohr it is 79, 157 and 313 bohr² at 100, 200 and 400 sites.

The two-band chain joins the two regimes. Let the sites have spacing $b$, energies $\pm\Delta$ in alternation and hoppings $-(t\pm\delta)$ in alternation, with $t>0$ and $|\delta|\le t$. The cell length is $a=2b$, and the lower band is filled. With $\theta=kb$ the Bloch Hamiltonian is $\mathbf d\cdot\boldsymbol\sigma$, where

$$
\mathbf d=(-2t\cos\theta,\;2\delta\sin\theta,\;\Delta),\qquad E^2=|\mathbf d|^2=A\cos^2\theta+B\sin^2\theta,
$$

$$
A=\Delta^2+4t^2,\qquad B=\Delta^2+4\delta^2 .
$$

The bands are $\pm E$. Since $B\le A$, the gap is $E_g=2\sqrt B$, at $\theta=\pi/2$, and the largest separation is $E_{\max}=2\sqrt A$, at $\theta=0$. Assume $B>0$. The lower-band projector is $\tfrac12(1-\mathbf n\cdot\boldsymbol\sigma)$ with $\mathbf n=\mathbf d/E$, so $g=\tfrac14|\partial_k\mathbf n|^2$. Differentiating $\mathbf d/E$ removes the part of $\partial_k\mathbf d$ along $\mathbf d$, which leaves $|\partial_k\mathbf n|^2=|\mathbf d\times\partial_k\mathbf d|^2/E^4$. With $\partial_k\mathbf d=b(2t\sin\theta,2\delta\cos\theta,0)$,

$$
\mathbf d\times\partial_k\mathbf d=b\,(-2\Delta\delta\cos\theta,\;2\Delta t\sin\theta,\;-4t\delta).
$$

In the square, write $16t^2\delta^2$ as $16t^2\delta^2(\cos^2\theta+\sin^2\theta)$ and collect terms:

$$
g=b^2\,\frac{\delta^2A\cos^2\theta+t^2B\sin^2\theta}{(A\cos^2\theta+B\sin^2\theta)^2}.
$$

The zone has length $\pi/b$, so $\theta$ covers an interval $\pi$. With $v=\tan\theta$,

$$
I=\left\langle\frac1{A\cos^2\theta+B\sin^2\theta}\right\rangle=\frac1\pi\int_{-\infty}^{\infty}\frac{dv}{A+Bv^2}=\frac1{\sqrt{AB}} .
$$

The two averages needed are $-\partial I/\partial A=1/(2A\sqrt{AB})$ for the $\cos^2\theta$ term and $-\partial I/\partial B=1/(2B\sqrt{AB})$ for the $\sin^2\theta$ term. The factors $A$ and $B$ cancel, and

$$
\lambda^2=\frac{b^2(t^2+\delta^2)}{2\sqrt{(\Delta^2+4t^2)(\Delta^2+4\delta^2)}}=\frac{2b^2(t^2+\delta^2)}{E_gE_{\max}}\le\frac{t\,b^2}{E_g}.
$$

The inequality follows from $t^2+\delta^2\le2t^2$ and $E_{\max}\ge4t$. It agrees with the twist bound, because the one-particle hopping energies lie between $-2t$ and $2t$, so that $\kappa\le2t$.

Three limits show how close the bound $tb^2/E_g$ is. For $\Delta=0$ and $|\delta|=t$ the chain falls apart into the dimers of the opening, $E_g=4t$, and both sides equal $b^2/4$. When $\Delta$ and $\delta$ tend to zero, $E_{\max}\to4t$ and $\lambda^2E_g/(tb^2)\to\tfrac12$, so $\lambda^2$ does diverge as the inverse gap. For $\delta=0$ and the $t$ and $b$ used below, gaps of 0.1, 0.01 and 0.001 hartree give 4.37, 45.0 and 450 bohr². For $\Delta\gg t$, $\lambda^2\to b^2(t^2+\delta^2)/(2\Delta^2)$, which falls as the inverse square of the gap, well below $tb^2/E_g$. The twist bound, in contrast, becomes exact in this limit: $\kappa\to2(t^2+\delta^2)/\Delta$ and $E_g\to2\Delta$, so $b^2\kappa/(2E_g)$ tends to the same $b^2(t^2+\delta^2)/(2\Delta^2)$. First-order perturbation theory gives the same value: the electron leaks to its two neighbours with probabilities $(t\pm\delta)^2/(2\Delta)^2$, each displaced by $b$.

For a worked case take $t=0.1$, $\delta=0.02$ and $\Delta=0.05$ hartree, with $b=3$ bohr. The gap is 0.12806 hartree (3.485 eV) and the largest separation is 0.41231 hartree, so

$$
\lambda^2=\frac{2\times9\times(0.0100+0.0004)}{0.12806\times0.41231}=3.545\ \text{bohr}^2,\qquad\lambda=1.883\ \text{bohr}=0.996\ \text{Å}.
$$

The ring determinant with $N=100$ gives $|z_N|=0.98075$. With $q=2\pi/600$ bohr$^{-1}$, $Nq^2=0.010966$ bohr$^{-2}$, and $-\ln|z_N|^2=0.03887$ leads to $\lambda_N^2=3.545$ bohr². Doubling $N$ to 200 reduces the deviation from the limit by a factor 3.998, as an error of order $1/L^2$ should. The bulk variance of open chains gives 3.545 bohr² as well. With $\kappa=0.12458$ hartree the twist bound is $9\times0.12458/(2\times0.12806)=4.38$ bohr², and the simpler bound $tb^2/E_g$ is 7.03 bohr². The twist bound exceeds $\lambda^2$ because it assigns the gap energy to all the excited weight of $U\Psi$, while part of that weight lies higher: for a long ring the ratio $4.378/3.545=1.235$ is the mean energy of the excited weight in units of $E_g$.

The bound runs in one direction. A large $\lambda$ requires a small gap, but a small gap does not require a large $\lambda$. In a uniform chain with hopping 0.1 hartree, $b=3$ bohr and random site energies spread over 1 hartree, averages over 60 samples give a gap that falls from about 0.008 to 0.003 hartree between 100 and 400 sites, while $\lambda_N^2$ goes from about 1.3 to 1.1 bohr² and shows no growth. These averages are noisy in the last digit: larger samples move the gaps to about 0.011 and 0.002 hartree and $\lambda_N^2$ to about 1.26 and 1.20 bohr², so most of the apparent fall in $\lambda_N^2$ is sampling scatter. The states are localised by disorder, and the lowest excitations carry little dipole weight: those below 0.02 hartree supply less than a tenth of it, and those below 0.1 hartree about a third.

Nor does $z_N=0$ by itself prove that a system is metallic. On a ring of $N_s$ equivalent sites, translation by one site multiplies $U$ by a phase $e^{\pm2\pi iN/N_s}$. A unique ground state is an eigenstate of translation, so $z_N$ must equal itself times this phase, and it vanishes at any non-integer filling $N/N_s$, with or without interactions. This includes interacting metals, but also a half-filled ring with neighbour repulsion ten times the hopping, whose electrons mostly occupy alternate sites. For ten sites its ground state is mainly an equal combination of the two possible patterns, with a partner only 0.0023 hartree above and the next level 0.73 hartree higher. The assumption of a gap above a unique state is then nearly lost. A staggered site energy of 0.02 hartree selects one pattern and restores $|z_N|=0.98$. The divergence has thus been shown here for closed-shell states of clean band metals in which $n(k)$ varies with $k$; for interacting or disordered conductors in general it needs a separate argument. The numerical output below lists the computed examples.

## Numbers as computed

```
t, delta, Delta = 0.1, 0.02, 0.05 hartree; b = 3.0 bohr
N=50: |z_N| = 0.961889, lambda_N^2 = 3.54328 bohr^2
   1-|z_N|^2 = 0.07477, twist bound = 0.09598
N=100: |z_N| = 0.980751, lambda_N^2 = 3.54483 bohr^2
   1-|z_N|^2 = 0.03813, twist bound = 0.04800
N=200: |z_N| = 0.990328, lambda_N^2 = 3.54522 bohr^2
   1-|z_N|^2 = 0.01925, twist bound = 0.02400
finite-size error ratio, N=100 to N=200: 3.998
gap = 0.12806 hartree = 3.485 eV
largest band separation = 0.41231 hartree
lambda^2 closed form = 3.54535 bohr^2
lambda^2 projector sum = 3.54535 bohr^2
lambda^2 open-chain variance = 3.54535 bohr^2
lambda = 1.8829 bohr = 0.9964 angstrom
kappa = 0.12458 hartree
bound b^2 kappa/(2 gap) = 4.3776 bohr^2
bound t b^2/gap = 7.0278 bohr^2
30 random chains: largest relative deviation = 2.2e-07
isolated dimers: lambda^2 = 2.25000 bohr^2, bound = 2.25000 bohr^2
delta=0, gap=0.1000 hartree: lambda^2=4.366 bohr^2, lambda^2 gap/(t b^2)=0.4851
delta=0, gap=0.0100 hartree: lambda^2=44.986 bohr^2, lambda^2 gap/(t b^2)=0.4998
delta=0, gap=0.0010 hartree: lambda^2=449.971 bohr^2, lambda^2 gap/(t b^2)=0.5000
continuum: a = 4.0 bohr, V0 = 0.3 hartree, N = 60, gap = 0.5913 hartree
   lambda_N^2 = 0.6850 bohr^2, 1/(2 gap) = 0.8456 bohr^2
interacting ring: 12 sites, N=6, Delta=0.1, V=0.05 hartree, gap=0.2592 hartree
   twist energy = 0.08222 hartree, |z_N| = 0.86396
   1-|z_N|^2 = 0.2536, twist bound = 0.3172
uniform ring, 102 sites, N=51: |z_N| < 1e-10 is True
two-band ring, 200 sites, N=61 (partly filled band): |z_N| < 1e-10 is True
open metal, 100 sites: Var X/N = 79.236 bohr^2, Var X/L^2 = 0.043153
open metal, 200 sites: Var X/N = 157.007 bohr^2, Var X/L^2 = 0.043180
open metal, 400 sites: Var X/N = 312.511 bohr^2, Var X/L^2 = 0.043188
7 zeta(3)/(2 pi^4) = 0.043191
disorder width 1.0 hartree, 100 sites, 60 samples: mean lambda_N^2 = 1.34 bohr^2, mean gap = 0.00817 hartree
disorder width 1.0 hartree, 400 sites, 60 samples: mean lambda_N^2 = 1.14 bohr^2, mean gap = 0.00287 hartree
charge-ordered ring, 10 sites, N=5, V=1 hartree: |z_N| < 1e-9 is True
   E1-E0 = 0.002315 hartree, E2-E1 = 0.7253 hartree
   pinned by Delta = 0.02 hartree: |z_N| = 0.9815
```
